# Imaginary-frequency response from occupied orbitals and full Green functions

## The difficulty

The random-phase approximation (RPA) for the correlation energy, written as a frequency integral, needs the density response $\chi_0$ of independent electrons at imaginary frequencies. Written as a sum over occupied-empty pairs, $\chi_0$ requires the empty orbitals, of which there are as many as the basis allows. A Green function $G$ contains all of them at once and can be applied by solving a linear equation.

But $G$ also contains the occupied orbitals. An electron cannot be excited into a filled orbital, so it seems that these must be projected out of $G$. The worry is not idle. In the model computed below, the lowest orbital contributes $-0.347$ to a certain response with the full $G$, and $-0.102$ with the projected one. Without knowing what becomes of the difference, one must either pay for a projector in every solve or distrust the result. The difference cancels when all occupied orbitals are summed, under conditions found below.

## Setting and conventions

Hartree atomic units are used. The one-electron Hamiltonian $H$ is Hermitian, with a local potential, and has complete orthonormal eigenfunctions,
$$H\varphi_k=\varepsilon_k\varphi_k,\qquad G(z)=(z-H)^{-1},\qquad G(r,r';z)=\sum_k\frac{\varphi_k(r)\varphi_k^*(r')}{z-\varepsilon_k}.$$
A sum over $k$ includes an integral where the spectrum is continuous. Orbitals may be complex. The density is $n=\sum_i f_i|\varphi_i|^2$ with fixed occupations $f_i$; a filled spatial orbital has $f_i=2$. The labels $i,j$ denote occupied orbitals and $a$ empty ones.

An imaginary frequency has a direct meaning. A perturbation $e^{-izt}$ with $z=i\omega$, $\omega>0$, is $e^{\omega t}$: it grows smoothly from zero in the distant past. We define $\chi_0$ by
$$\delta n(r,t)=\lambda e^{\omega t}\int\chi_0(r,r';i\omega)\,W(r')\,dr'$$
to first order in $\lambda$, for the real potential $\lambda W(r)e^{\omega t}$.

## The first-order orbital

Write the perturbed orbital as
$$\psi_i(t)=e^{-i\varepsilon_it}\left[\varphi_i+\lambda e^{\omega t}\eta_i\right]+O(\lambda^2)$$
and insert it in $i\partial_t\psi_i=(H+\lambda We^{\omega t})\psi_i$. The time derivative of the second term brings down $i(-i\varepsilon_i+\omega)=\varepsilon_i+i\omega$. The terms of order $\lambda$ therefore give
$$(\varepsilon_i+i\omega)\eta_i=H\eta_i+W\varphi_i
\quad\Rightarrow\quad \eta_i=G(\varepsilon_i+i\omega)\,W\varphi_i .$$
The inverse exists because $H$ has real eigenvalues and $\omega\neq0$. A solution of the unperturbed equation could be added to $\psi_i$, but it would not die out as $t\to-\infty$, where the orbital must be $\varphi_i$. No projector has entered: each orbital obeys its own Schrödinger equation, whatever the other electrons do.

## The two branches

The first-order density is
$$\delta n(r,t)=\lambda e^{\omega t}\sum_i f_i\left[\varphi_i^*(r)\eta_i(r)+\varphi_i(r)\eta_i^*(r)\right].$$
In the second term we need the conjugate of $G$. From its expansion,
$$G(r,r';z)^*=\sum_k\frac{\varphi_k^*(r)\varphi_k(r')}{z^*-\varepsilon_k}=G(r',r;z^*).$$
With $z=\varepsilon_i+i\omega$ this turns $+i\omega$ into $-i\omega$ and exchanges the coordinates. Since $W$ is real and arbitrary, the kernel can be read off:
$$\boxed{\chi_0(r,r';i\omega)=\sum_i f_i\left[\varphi_i^*(r)\varphi_i(r')G(r,r';\varepsilon_i+i\omega)+\varphi_i(r)\varphi_i^*(r')G(r',r;\varepsilon_i-i\omega)\right]}$$
I call the two terms the plus and minus branches. They are complex conjugates, so $\chi_0(i\omega)$ is real and one linear solve per orbital suffices for a real $W$. If the orbitals are real, $G$ is symmetric in its coordinates and the formula becomes
$$\chi_0=\sum_i f_i\,\varphi_i(r)\varphi_i(r')\left[G(r,r';\varepsilon_i+i\omega)+G(r,r';\varepsilon_i-i\omega)\right].$$

Replacing $\omega$ by $-\omega$ in the boxed formula and exchanging $r$ with $r'$ interchanges the branches. Hence $\chi_0(r,r';-i\omega)=\chi_0(r',r;i\omega)$, which the energy integral will need.

## The cancellation

Insert the expansion of $G$ and keep the terms in which both orbitals are occupied. Define
$$N_{ij}(r,r')=\varphi_i^*(r)\varphi_j(r)\varphi_j^*(r')\varphi_i(r').$$
The plus branch of orbital $i$, with $k=j$ inside $G$, gives
$$f_i\,\frac{N_{ij}}{i\omega+\varepsilon_i-\varepsilon_j}.$$
The minus branch of orbital $j$, with $k=i$ inside $G$, gives
$$f_j\,\frac{\varphi_j(r)\varphi_j^*(r')\varphi_i(r')\varphi_i^*(r)}{\varepsilon_j-i\omega-\varepsilon_i}
=-f_j\,\frac{N_{ij}}{i\omega+\varepsilon_i-\varepsilon_j}.$$
The numerator is the same product in another order; the denominator has the opposite sign. Together they are
$$(f_i-f_j)\,\frac{N_{ij}}{i\omega+\varepsilon_i-\varepsilon_j},$$
which vanishes for $f_i=f_j$. For $i=j$ the statement is $1/(i\omega)+1/(-i\omega)=0$. As $i$ and $j$ run over the occupied set, every term of either branch is used once, so the whole occupied-occupied part is zero. Degenerate orbitals cause no trouble, since $\omega\neq0$ keeps the denominators finite.

Let $P=\sum_j|\varphi_j\rangle\langle\varphi_j|$ and $Q=1-P$. For equal occupations we have shown that replacing $G$ by $QG$ in both branches leaves $\chi_0$ unchanged. What remains, with $d_{ia}=\varphi_i^*\varphi_a$ and $\Delta_{ia}=\varepsilon_a-\varepsilon_i>0$, is
$$\chi_0=\sum_{ia}f_i\left[\frac{d_{ia}(r)d_{ia}^*(r')}{i\omega-\Delta_{ia}}+\text{c.c.}\right].$$

## Why the density does not notice

The occupied part of $\eta_i$ is $\sum_j\varphi_jc_{ji}$ with
$$c_{ji}=\frac{W_{ji}}{i\omega+\varepsilon_i-\varepsilon_j},\qquad W_{ji}=\langle\varphi_j|W|\varphi_i\rangle .$$
Because $W_{ij}^*=W_{ji}$,
$$c_{ij}^*=\frac{W_{ji}}{-i\omega+\varepsilon_j-\varepsilon_i}=-c_{ji}.$$
The matrix $c$ is anti-Hermitian, so $1+\lambda e^{\omega t}c$ is unitary to first order: the occupied orbitals are rotated among themselves. For equal occupations the density change is
$$f\sum_{ij}\left[\varphi_i^*\varphi_jc_{ji}+\varphi_i\varphi_j^*c_{ji}^*\right]
=f\sum_{ij}\varphi_i^*\varphi_j\left[c_{ji}+c_{ij}^*\right]=0,$$
where $i$ and $j$ were exchanged in the second term. The Pauli principle is thus respected by the sum over electrons, although no single orbital equation contains it.

## What one orbital keeps

Contract the occupied-occupied part with $W$ on both sides, for one orbital $i$. The plus branch gives $f\sum_j|W_{ij}|^2/(i\omega+\Delta_{ij})$, where now $\Delta_{ij}=\varepsilon_i-\varepsilon_j$. Adding the conjugate gives
$$D_i=\sum_j 2f|W_{ij}|^2\frac{\Delta_{ij}}{\Delta_{ij}^2+\omega^2}.$$
This is in general not zero. Each term is odd under $i\leftrightarrow j$, so $\sum_iD_i=0$. A table of orbital contributions therefore depends on whether $Q$ was used; the total does not.

Conversely, one branch summed over all occupied orbitals keeps
$$f\sum_{ij}|W_{ij}|^2\frac{\Delta_{ij}-i\omega}{\Delta_{ij}^2+\omega^2}
=-i\omega f\sum_{ij}\frac{|W_{ij}|^2}{\Delta_{ij}^2+\omega^2},$$
which is imaginary and is removed by the other branch. Both the orbital sum and the two frequency signs are needed.

## A ring with complex orbitals

Take a ring of length $L=12$ bohr with
$$H=\tfrac12\left(-i\frac{d}{dx}+A\right)^2-0.3\cos\frac{2\pi x}{L}+0.2\sin\frac{4\pi x}{L},\qquad A=0.1,$$
on 24 points with spacing $h=0.5$ bohr. The derivative is replaced by nearest-neighbour differences carrying the phase $Ah$. The total phase round the ring, $AL=1.2$, is not a multiple of $\pi$, so the orbitals cannot all be made real. Three orbitals are doubly filled.

On the grid, $X=h^2\chi_0$ gives the change in electron number at each point: one factor $h$ turns density into number, the other comes from the integral over $x'$. The potential shape is $W=\cos(2\pi x/L)$ and $\omega=0.5$ hartree. The lowest energies are $-0.211233$, $0.085914$, $0.234622$ and $0.482321$ hartree.

The full Green functions give $W\cdot X\cdot W=-1.713075$ hartree$^{-1}$. The occupied-empty sum gives the same value. So does an integration of the time-dependent Schrödinger equation under weak growing potentials of both signs, which uses neither $G$ nor a sum over states. The sign is negative because electrons move away from where the potential is high.

Now follow the occupied-occupied terms. With $f=2$ and $\omega^2=0.25$, the pair $(1,2)$ has $\Delta_{12}=-0.297147$ and $|W_{12}|^2=0.001949$:
$$4(0.001949)\frac{-0.297147}{0.088296+0.25}=-0.00685.$$
In the same way, $|W_{13}|^2=0.059984$ with $\Delta_{13}=-0.445855$ gives $-0.23837$, and $|W_{23}|^2=0.159788$ with $\Delta_{23}=-0.148708$ gives $-0.34929$. Hence, in hartree$^{-1}$,
$$\begin{aligned}
D_1&=-0.00685-0.23837=-0.2452,\\
D_2&=+0.00685-0.34929=-0.3424,\\
D_3&=+0.23837+0.34929=+0.5877.
\end{aligned}$$
These are the differences between the full and projected contributions:

| orbital | full $G$ | with $Q$ | difference |
|---|---|---|---|
| 1 | −0.3473 | −0.1020 | −0.2452 |
| 2 | −0.9363 | −0.5939 | −0.3424 |
| 3 | −0.4295 | −1.0172 | +0.5877 |
| sum | −1.7131 | −1.7131 | 0 |

The difference for orbital 1 exceeds its projected contribution in size, yet the total is unaffected. The occupied-occupied part of the plus branch alone is $-3.720\,i$ hartree$^{-1}$, more than twice the total response in magnitude; that of the minus branch is $+3.720\,i$.

## Fractional occupations

If the $f_i$ differ, the terms with $f_i-f_j$ survive. They are physical: a rotation between unequally filled orbitals changes the density. The boxed formula remains right, since its derivation never assumed equal occupations. Projecting out every orbital that holds some charge is then wrong.

With occupations $2,\,2,\,1.4,\,0.6$ on the ring, the full formula and the time integration both give $-1.652$ hartree$^{-1}$. Projecting out all four orbitals gives $-0.991$, which misses 40% of the response. The full $G$ supplies these terms automatically; if the projector is used, the finite sum of $(f_i-f_j)$ terms among the projected orbitals must be added back.

## Low frequency

For equal occupations and a gap, the occupied-empty form has a finite limit as $\omega\to0$. For real orbitals the bracket becomes
$$\frac{1}{i\omega-\Delta}+\frac{1}{-i\omega-\Delta}=-\frac{2\Delta}{\Delta^2+\omega^2}\longrightarrow-\frac{2}{\Delta}.$$
The separate branches of the full formula, however, contain $\pm1/(i\omega)$, and $G(\varepsilon_i)$ does not exist. The full formula reaches $\omega=0$ only as a limit; at $\omega=0$ itself one needs a projector that removes from $G(\varepsilon_i)$ at least $\varphi_i$ and any orbital degenerate with it. $Q$ does this; the other occupied-occupied terms, with $\varepsilon_i\neq\varepsilon_j$, stay finite and would cancel as before.

Small $\omega$ also makes the cancellation sensitive to errors. Suppose each $\varepsilon_i$ used in $G$ is wrong by $\delta$, and take the uniform potential $W=1$. It changes only the phases of the orbitals, so the true response is zero. But $G(\varepsilon_i+\delta+i\omega)\varphi_i=\varphi_i/(\delta+i\omega)$, and the integrated response becomes
$$\sum_i f_i\left[\frac1{\delta+i\omega}+\frac1{\delta-i\omega}\right]
=\sum_i f_i\,\frac{2\delta}{\delta^2+\omega^2}.$$
For six electrons, $\delta=10^{-5}$ hartree and $\omega=0.01$ hartree, this is
$$6\times\frac{2\times10^{-5}}{10^{-10}+10^{-4}}=1.2\ \text{hartree}^{-1}.$$
The numerical response has this value. An energy error a thousand times smaller than $\omega$ thus produces a false response of $1.2$ hartree$^{-1}$ where the true one is zero. For $\delta\ll\omega$ the error grows as $\delta/\omega^2$, so it is $\delta/\omega^2$, not $\delta/\omega$, that must be small on the scale of the response. For a general $W$ the part that grows in this way is $\sum_if_i|W_{ii}|^2\,2\delta/(\delta^2+\omega^2)$. With the projector it is absent, because $Q\varphi_i=0$; what remains is an error of order $\delta/\Delta_{ia}^2$, which stays bounded as $\omega\to0$ and vanishes for uniform $W$. The projector is unnecessary as algebra, but it can be worth its cost at low frequency.

## High frequency

The opposite limit shows how the full $G$ works without empty orbitals. For smooth $W$ and $\omega$ large compared with the energies that $W\varphi_i$ contains,
$$G(\varepsilon_i+i\omega)=\frac1{i\omega-(H-\varepsilon_i)}=\frac1{i\omega}+\frac{H-\varepsilon_i}{(i\omega)^2}+\cdots$$
The first term cancels between the branches. The second is the same in both, so
$$\iint W\chi_0W\simeq-\frac{2}{\omega^2}\sum_if_i\langle\varphi_i|W(H-\varepsilon_i)W|\varphi_i\rangle.$$
Expanding the double commutator gives $[W,[H,W]]=2WHW-W^2H-HW^2$, whose expectation value in $\varphi_i$ is twice the matrix element above. In the continuum, with kinetic energy $\frac12(-i\nabla+A)^2$ and a local potential, the same commutator equals $|\nabla W|^2$. Therefore
$$\iint W\chi_0W\simeq-\frac1{\omega^2}\int n\,|\nabla W|^2\,dr .$$
This is the response of free particles: at fast growth the forces $-\nabla W$ act before the binding matters.

## Use in the RPA energy

The adiabatic connection with the fluctuation-dissipation theorem is taken as the starting point:
$$E_c=-\frac1{4\pi}\int_0^1\!d\alpha\int_{-\infty}^{\infty}\!d\omega\,\mathrm{Tr}\left[(\chi_\alpha-\chi_0)v\right].$$
Here $v$ is the electron repulsion. Direct RPA sets $\chi_\alpha=(1-\alpha\chi_0v)^{-1}\chi_0$, leaving out exchange and correlation in the response kernel. The integral over $\alpha$ of $\mathrm{Tr}[(1-\alpha\chi_0v)^{-1}\chi_0v]$ is $-\mathrm{Tr}\ln(1-\chi_0v)$. Since $\chi_0(-i\omega)$ is the transpose of $\chi_0(i\omega)$ and $v$ is symmetric, the traces are even in $\omega$, with or without time-reversal symmetry. Hence
$$E_c=\frac1{2\pi}\int_0^\infty d\omega\,\mathrm{Tr}\left[\ln(1-\chi_0v)+\chi_0v\right].$$

An independent value follows from the RPA excitation energies $\Omega_n$. They are the positive eigenvalues of
$$M=\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix},\quad
\begin{aligned}A_{ia,jb}&=\delta_{ij}\delta_{ab}\Delta_{ia}+f\langle d_{ia}|v|d_{jb}\rangle,\\ B_{ia,jb}&=f\langle d_{ia}|v|d_{jb}^*\rangle,\end{aligned}$$
which involves occupied-empty pairs only. Let $M_0$ be $M$ at $v=0$, $R=(d,d^*)$ the row of pair densities, and $S=\mathrm{diag}(1,-1)$. Then $M=M_0+fSR^\dagger vR$. Using $\det(1-KL)=\det(1-LK)$,
$$\frac{\det(z-M)}{\det(z-M_0)}=\det\left[1-fR(z-M_0)^{-1}SR^\dagger v\right]=\det[1-\chi_0(z)v],$$
because the product before $v$ is the occupied-empty form of $\chi_0$. If $(x,y)$ is an eigenvector of $M$ with eigenvalue $\Omega$, conjugating the two block equations shows that $(y^*,x^*)$ has eigenvalue $-\Omega^*$. Real eigenvalues therefore come in pairs $\pm\Omega_n$, so at $z=i\omega$ the determinant is $\prod_n(\omega^2+\Omega_n^2)/\prod_{ia}(\omega^2+\Delta_{ia}^2)$. Two integrals finish the work, for real $\Omega_n$:
$$\int_0^\infty\sum\ln\frac{\omega^2+\Omega^2}{\omega^2+\Delta^2}\,d\omega=\pi\sum(\Omega-\Delta),\qquad \int_0^\infty\frac{2\Delta}{\omega^2+\Delta^2}\,d\omega=\pi.$$
The second gives the trace term $-\frac12f\sum_{ia}\langle d_{ia}|v|d_{ia}\rangle$, and so
$$E_c=\tfrac12\Big(\sum_n\Omega_n-\mathrm{Tr}A\Big).$$

For the ring, let $v=1/\sqrt{s^2+1}$, with $s$ the straight-line distance in bohr between two points of the circle. Frequency quadrature with the projector-free $\chi_0$ gives $E_c=-0.09374$ hartree, or $-2.551$ eV, and the excitation energies give the same. Had the occupied-occupied terms left a remainder in $\chi_0$, the two routes would have no reason to agree. The value belongs to this grid, this fixed potential, whose orbitals are not self-consistent, and direct RPA; as the spacing $h$ goes to zero it moves by about 2%, to $-0.0916$ hartree. The further digits are in the numerical output below.

## Numbers as computed

```
ring length 12.0 bohr, points 24, spacing 0.50 bohr
potential amplitudes 0.30, 0.20 hartree
vector potential 0.10 a.u.; omega 0.50 hartree
orbital energy 1: -0.211233 hartree
orbital energy 2: 0.085914 hartree
orbital energy 3: 0.234622 hartree
orbital energy 4: 0.482321 hartree
gap between orbitals 3 and 4: 0.247700 hartree
|W_ij|^2, i=1, j=1..3 (no unit): 0.547519 0.001949 0.059984
|W_ij|^2, i=2, j=1..3 (no unit): 0.001949 0.012946 0.159788
|W_ij|^2, i=3, j=1..3 (no unit): 0.059984 0.159788 0.006227
Response w.X.w, all in 1/hartree:
  full Green functions      -1.71307542
  occupied-empty sum        -1.71307542
  time propagation          -1.71307542
  largest pointwise error, propagation 1.6e-09
  largest element error, pair sum      5.7e-16
  largest |X - X transposed|           0.014650
Per orbital, 1/hartree: full, projected, difference
  1: -0.347261 -0.102044 -0.245217
  2: -0.936320 -0.593877 -0.342442
  3: -0.429495 -1.017154 0.587659
  sums: -1.713075 -1.713075 1.2e-14 (last: absolute value)
Occupied-occupied part of w.X.w, imaginary part, 1/hartree:
  plus branch -3.720028, minus branch 3.720028
  largest real part of either 6.6e-15
  largest matrix element: plus 0.150026, sum 6.0e-16
Fractional occupations [2.  2.  1.4 0.6] w.X.w in 1/hartree:
  full Green functions -1.651985
  time propagation     -1.651985
  four orbitals projected out -0.991495
Energy error 1e-05 hartree at omega 0.01 hartree:
  false uniform response 1.199999 1/hartree
  predicted              1.199999 1/hartree
  with projector, size   2.6e-16 1/hartree
Direct RPA correlation energy, softening length 1 bohr:
  quadrature, 24 nodes -0.09373963 hartree
  quadrature, 48 nodes -0.09373963 hartree
  excitation energies  -0.09373963 hartree
  converted            -2.55079 eV
```
